Bethe-Salpeter Kernels from PAW Pair Densities and the Squared-Frequency Problem

A fast electron that passes through an insulator can give up energy ω and crystal momentum q by lifting an electron out of a filled band. The electron and the hole left behind attract each other, and they also interact through the charge density of the transition. The Bethe-Salpeter equation describes both effects, but a projector augmented-wave (PAW) calculation stores smooth pseudo orbitals whose products lack the right charge near the nuclei. The full equation also couples excitation to de-excitation and is not Hermitian. Two questions follow: how the interaction integrals are recovered from the smooth orbitals, and when the problem can be made Hermitian.

**1. Assumptions and conventions**

Hartree atomic units are used. The system is a closed-shell insulator without spin-orbit coupling or magnetic field, in a periodic volume Ω of many cells. Occupied orbitals are ψ_i, ψ_j and empty ones ψ_a, ψ_b, orthonormal over Ω, with quasiparticle energies ε from a real, Hermitian one-particle operator h. The retained set of bands is the same at k and −k and does not split a degenerate level. A transition is t=(i,a), with i at k and a at k+q; likewise t'=(j,b). Put

Δ_t = ε_a − ε_i > 0,  M_t(r) = ψ_i*(r)ψ_a(r),

(P|U|P') = ∫∫ P*(r) U(r,r') P'(r') dr dr'.

The screened interaction W is static, real and symmetric, W(r,r')=W(r',r), and is held fixed when the density matrix varies. Define

V_tt' = (M_t|v|M_t'),
D^A_tt' = (ψ_b*ψ_a|W|ψ_j*ψ_i),
D^B_tt' = (ψ_jψ_a|W|ψ_iψ_b).

V is called the exchange kernel, although it comes from the Hartree potential; D^A and D^B are the direct kernels.

**Theorem.** For singlet excitations at given q, let A = Δ + 2V − D^A and B = 2V − D^B, with Δ the diagonal matrix of the Δ_t. Then A and B are Hermitian and

AX + BY = ωX,  BX + AY = −ωY.  (1)

If A−B is positive definite, the frequencies follow from

(A−B)^{1/2}(A+B)(A−B)^{1/2} Z = ω² Z.  (2)

All ω are real and nonzero if and only if A+B is positive definite too. For triplets the terms 2V are absent. If the PAW partial waves are complete in non-overlapping spheres, the Coulomb integrals follow from augmented pair densities by equation (4); for pair densities with net charge in the periodic volume this needs the extra condition given in the remark of section 3. If W is also the RPA interaction built from the retained bands, D^A and D^B follow from such integrals by equation (5).

**2. The equation of motion and its basis**

Let ρ be the density matrix of one spin, with ground-state value ρ₀ = Σ_i ψ_i(r)ψ_i*(r'). Linearizing i∂ρ/∂t = [H,ρ] for a change δρ e^{−iωt} gives

ω δρ = [h,δρ] + [Kδρ,ρ₀],
(Kδρ)(r,r') = 2δ(r−r')∫v(r,s)δρ(s,s)ds − W(r,r')δρ(r,r').  (3)

The factor 2 arises because both spins change equally in a singlet. In a triplet they change oppositely and the Hartree term cancels. The minus sign is that of exchange between like spins. Since ρ²=ρ, first order gives δρ = ρ₀δρ + δρρ₀, so δρ connects occupied and empty orbitals and has no other part.

**Lemma 1 (basis adapted to time inversion).** The functions

F_t(r,r') = ψ_a(r)ψ_i*(r'),  F_t^T(r,r') = ψ_i*(r)ψ_a(r')

span, within the retained bands, the resonant and antiresonant parts of δρ at momentum q.

Proof. The F_t are the empty-occupied products, and a joint translation by a lattice vector R multiplies them by e^{i(k+q)·R}e^{−ik·R} = e^{iq·R}. Because h is real, ψ_i* is an occupied orbital at −k with energy ε_i, and ψ_a* is an empty one at −k−q with energy ε_a. Hence F_t^T is an occupied orbital times the conjugate of an empty one, as an antiresonant function must be. It has the same translation factor. Conjugation maps the occupied space onto itself, and the empty space too, so no function is missing. ∎

No phase convention was needed, even at points where k and −k are equivalent. The commutator with h gives

[h,F_t] = Δ_t F_t,  [h,F_t^T] = −Δ_t F_t^T.

**Lemma 2 (the kernels).** With ⟨F|G⟩ = ∫∫F*G dr dr',

⟨F_t|KF_t'⟩ = ⟨F_t^T|KF_t'^T⟩ = 2V_tt' − D^A_tt',
⟨F_t|KF_t'^T⟩ = ⟨F_t^T|KF_t'⟩ = 2V_tt' − D^B_tt',

and both matrices are Hermitian.

Proof. On the diagonal r=r', F_t and F_t^T both equal M_t. The Hartree term therefore gives 2V in all four blocks. The W term in the first block is

−∫∫ψ_a*(r)ψ_i(r')W(r,r')ψ_b(r)ψ_j*(r') dr dr' = −D^A_tt',

because (ψ_b*ψ_a)* = ψ_bψ_a*. In the coupling block F_t'^T = ψ_j*(r)ψ_b(r'), so

−∫∫ψ_a*(r)ψ_j*(r)W(r,r')ψ_i(r')ψ_b(r') dr dr' = −D^B_tt'.

Since W is symmetric, transposing F transposes KF. Transposing both functions leaves ⟨F|G⟩ unchanged, which gives the other two blocks. Since v and W are real and symmetric, ⟨F|KG⟩ = ⟨KF|G⟩, so the first matrix is Hermitian. For the coupling matrix,

⟨F_t'|KF_t^T⟩* = ⟨F_t^T|KF_t'⟩ = ⟨F_t|KF_t'^T⟩,

which is its Hermiticity. ∎

Now write δρ = Σ_t(X_tF_t + Y_tF_t^T). Right multiplication by ρ₀ keeps the resonant part of Kδρ with a plus sign; −ρ₀Kδρ keeps the antiresonant part with a minus sign. Projection of (3) gives

ΔX + (A−Δ)X + BY = ωX,
−ΔY − BX − (A−Δ)Y = ωY,

which is (1). Without the pairing of Lemma 1, the antiresonant functions may be taken as ψ_i(r)ψ_a*(r'). The matrix then has lower blocks −B'* and −A*, with B' symmetric instead of Hermitian, and functions of momentum q are coupled to functions labelled by −q.

**3. Augmented pair densities**

Let s label the augmentation spheres and m, n the real partial waves φ_m, their pseudo partners φ̃_m and real projectors p̃_m. The PAW map is

ψ = ψ̃ + Σ_{s,m}(φ_m−φ̃_m)P_m,  P_m = ⟨p̃_m|ψ̃⟩.

Consider any product M=f*g. Completeness means f̃ = Σ_mφ̃_mP_m^f and f = Σ_mφ_mP_m^f inside a sphere; outside, f=f̃. Therefore

M = M̃ + Σ_s(M¹_s − M̃¹_s),
M̃ = f̃*g̃,  M¹_s = Σ_mn P_m^f* P_n^g φ_mφ_n,

and M̃¹_s is the same sum with φ̃. Add and subtract a smooth compensation charge M̂_s inside each sphere, chosen so that

D_s = M¹_s − M̃¹_s − M̂_s

has zero multipole moments ∫r^l Y_lμ D_s dr, with r measured from the sphere's centre. Then M = R + Σ_sD_s, with R = M̃ + Σ_sM̂_s.

**Lemma 3 (Coulomb integrals).** For the Coulomb kernel v=1/|r−r'|,

(M|v|M') = (R|v|R') + Σ_s[(M¹_s|v|M¹'_s) − (R_s|v|R'_s)],  (4)

where R_s = M̃¹_s+M̂_s is R inside sphere s.

Proof. Outside its sphere, the potential of D_s is a sum of terms Y_lμ/r^{l+1} whose coefficients are its multipole moments. It vanishes there. Thus D_s and D'_s' do not interact for s≠s', and D'_s interacts with the part of R inside its own sphere alone. Expanding the product leaves

(M|v|M') = (R|v|R') + Σ_s[(R_s|v|D'_s) + (D_s|v|R'_s) + (D_s|v|D'_s)].

The bracket is (R_s+D_s|v|R'_s+D'_s) − (R_s|v|R'_s). Since R_s+D_s=M¹_s, this is (4). ∎

Because every one-centre density is linear in the products P_m^f*P_n^g, the bracket can be stored as a tensor:

Σ (P_m^f*P_n^g)* C_mn,m'n' P_m'^f'*P_n'^g',
C_mn,m'n' = (φ_mφ_n|v|φ_m'φ_n') − (r_mn|v|r_m'n'),

with r_mn = φ̃_mφ̃_n plus its compensation charge. For V one sets f=ψ_i and g=ψ_a. The coupling product ψ_jψ_a is f*g with f=ψ_j*; since the projectors are real, the coefficients of ψ_j* are P_m^j*. The same tensor thus serves all kernels.

*Remark on the zero Fourier component.* Suppose that in the periodic volume the zero-wavevector Fourier component of v is set to zero, so that potentials average to zero. Let w'_s be the potential of D'_s that vanishes outside the sphere. The periodic potential is then w'_s + c'_s, with c'_s = −(1/Ω)∫w'_s dr. The constant acts on the total charge of the other pair density. That charge is zero for V, by orthogonality, but not for ψ_a*ψ_a or ψ_i*ψ_i in D^A. Using ∇²(r²/6)=1 and integrating by parts,

∫w'_s dr = ∫(r²/6)∇²w'_s dr = −(2π/3)∫r²D'_s dr.

Equation (4) therefore holds for charged pairs if the compensation charge also matches the second radial moment of the spherical part. Otherwise the constant must be added explicitly.

**4. Screening with the same integrals**

**Lemma 4.** If W is the static random-phase (RPA) interaction built from the retained bands, then

(P|W|P') = (P|v|P') − Σ_uu'(P|v|M_u)[(Δ/4+V)^{−1}]_uu'(M_u'|v|P'),  (5)

where u and u' run over transitions at all momenta.

Proof. First-order perturbation theory, with two spins, gives

χ₀(r,r') = −2Σ_u[M_u(r)M_u*(r') + c.c.]/Δ_u.

Under time inversion the conjugate terms are the same set summed in another order, so χ₀ = −Σ_uM_u(4/Δ_u)M_u*. Let M be the row of functions M_u, let g=4/Δ, and insert χ=−MGM† into χ=χ₀+χ₀vχ. This is satisfied by

G = g − gVG,  hence G = (g^{−1}+V)^{−1} = (Δ/4+V)^{−1}.

With W=v+vχv, equation (5) follows. ∎

Each factor in (5) is a Coulomb integral of the form (4). If one keeps (4) in the first term but drops the one-centre brackets from the second, R replaces M throughout the screening term, both in the pair densities being screened and in the screening charge itself. This smooth-only screening is a further approximation, since D_s has a potential inside its own sphere.

**5. Proof of the squared-frequency equation**

Put S=X+Y and T=X−Y. The sum and the difference of the two equations (1) are

(A+B)S = ωT,  (A−B)T = ωS.  (6)

Multiplying the first by A−B and using the second gives (A−B)(A+B)S=ω²S. Let Q=(A−B)^{1/2}, which is Hermitian and invertible. Writing S proportional to QZ and multiplying from the left by Q^{−1} gives Q(A+B)QZ=ω²Z, which is (2). For ω>0 the original amplitudes are recovered from

S = ω^{−1/2}QZ,  T = ω^{1/2}Q^{−1}Z,

and both parts of (6) hold on insertion. If Z†Z=1,

X†X − Y†Y = (S†T+T†S)/2 = Z†Z = 1.

Exchanging X and Y turns a solution ω into −ω, so n transitions give n pairs ±ω.

The matrix in (2) is Hermitian, so ω² is real. It is positive definite exactly when A+B is, because Z†Q(A+B)QZ is the form of A+B in the vector QZ, and Q is invertible. A negative eigenvalue of A+B gives an imaginary frequency: the reference state is unstable within this linear theory. If A−B is not positive definite, (2) does not apply as written. ∎

**6. Two limits**

*RPA.* Dropping the direct kernels gives A−B=Δ and A+B=Δ+4V. The square root is now that of a diagonal matrix:

(Δ² + 4Δ^{1/2}VΔ^{1/2})Z = ω²Z.

Since v is positive semidefinite, so is V, and no frequency lies below the smallest Δ_t. A frequency below it therefore requires the direct kernels.

*Weak coupling.* The Tamm-Dancoff approximation sets B=0 and leaves AX=ωX. To see what it omits, solve the second equation of (1), Y=−(A+ω)^{−1}BX, and insert it into the first:

ωX = [A − B(A+ω)^{−1}B]X.

For a nondegenerate lowest Tamm-Dancoff state X₀ with energy ω₀, the leading corrections are

ω₀ − ω ≈ X₀†B(A+ω₀)^{−1}BX₀,
Y†Y ≈ X₀†B(A+ω₀)^{−2}BX₀.  (7)

The coupling thus enters at second order. The ratio of the two quantities is a weighted mean of λ+ω₀ over the eigenvalues λ of A, each of which is at least ω₀, and so is at least 2ω₀.

**7. A ring with two unequal wells per cell**

The example is a one-dimensional model: five cells of 6 bohr closed into a ring. Each cell has Gaussian wells −U exp[−(x/0.3 bohr)²] with U=5.0 and 3.5 Ha, centred at 1.5 and 3.9 bohr. There is no inversion centre. Charges are spread uniformly over a cross-section of 80 bohr², so v is the Poisson kernel of charged sheets with its average removed. The Hamiltonian is discretized by finite differences with step 0.1 bohr and diagonalized. Two bands are filled and two empty ones are kept; the model's band energies serve as quasiparticle energies, and W is the RPA interaction of these bands.

The augmentation regions extend 0.9 bohr to each side of a well. Pseudo waves are obtained by damping the curvature of the partial waves while keeping their edge values. In one dimension the compensation charge must match the moments of 1 and x; that of x² is matched as well, for the reason in the remark of section 3. For the lowest orbital at k=0 the pseudo density contains a charge of 0.676, and compensation restores it to 1.

Take the transition from the upper filled band at k=0 to the lower empty band one k step away. With a complete set of partial waves, its exchange element is

V_tt = 0.0021531 (smooth) + 0.0000059 (one-centre) = 0.0021590 Ha,

and integrating the all-electron orbitals directly on the grid also gives 0.0021590 Ha. With Δ_t=1.405644, D^A_tt=−0.001774 and D^B_tt=0.002087 Ha,

A_tt = 1.405644 + 2(0.002159) + 0.001774 = 1.411736 Ha,
B_tt = 2(0.002159) − 0.002087 = 0.002231 Ha.

The negative D^A_tt is possible because W averages to zero on the ring. This diagonal element gives no binding.

At this q, one fifth of a reciprocal lattice vector, there are 20 transitions, the smallest Δ_t being 1.36824 Ha. Diagonalizing (2) gives

ω² = 1.412156 Ha²,  ω = 1.188342 Ha = 32.34 eV.

These digits belong to the 0.1 bohr grid and two empty bands: a step of 0.025 bohr lowers ω by 2.2 mHa (0.06 eV) and the smallest Δ_t by 2.7 mHa, and eight empty bands raise ω by 0.15 mHa. The frequency lies 0.180 Ha below the smallest pair energy. The lowering is not a converged binding energy: the interaction between charged sheets grows linearly with distance and its average over the ring is removed, so the lowering grows with the number of cells, by about 0.076 Ha per cell: at the same q it is 0.556 Ha for ten cells and 0.938 Ha for fifteen, where ω has fallen to 0.81 and 0.43 Ha. The triplet lies at 1.169361 Ha = 31.82 eV, 0.0190 Ha below the singlet, because the term 2V is missing. The Tamm-Dancoff energy is 1.188408 Ha, only 0.067 mHa above the full result, and Y†Y is 2.63×10⁻⁵. Their ratio is

0.0667 mHa / (2.63×10⁻⁵) ≈ 2.5 Ha,

above the lower limit 2ω₀=2.38 Ha from (7), as it should be.

Truncating the partial waves shows what completeness means here. Each chosen energy supplies the two solutions of the wave equation in an augmentation region. One energy lies at the middle of the band range; several are spread evenly over it. Relative to the all-electron grid values, the largest errors in D^A are:

- 2 waves per well: 3.3×10⁻³ Ha
- 4 waves: 5.4×10⁻⁵ Ha
- 6 waves: 2.6×10⁻⁷ Ha
- 8 waves: 3.1×10⁻¹⁰ Ha.

With a complete set, the remaining approximations can be separated. Smooth-only screening shifts the lowest singlet by +0.0015 mHa. Dropping all one-centre terms but keeping compensation charges shifts it by −0.060 mHa. Dropping augmentation altogether shifts it by +60 mHa, a third of the 0.180 Ha lowering. In this model most of the repair is therefore done by the compensation charges. These sizes depend on the wells, the smoothing, the shape of the compensation charge and the number of cells; a narrower, Gaussian compensation shape reverses the signs of the first two shifts, to −0.0003 and +0.010 mHa. They do not carry over to a real solid.

**8. Where the reduction fails**

A magnetic flux through the ring makes h complex. Then ψ_i* is in general not an orbital of the same Hamiltonian, and Lemma 1 fails. With a flux phase of 0.3 rad per cell, described by a uniform vector potential, using (2) regardless gives frequencies that differ by up to 2.6×10⁻⁶ Ha from those of the non-Hermitian problem with the antiresonant functions ψ_i(r)ψ_a*(r'). The size of this error depends on the gauge, because a change of gauge multiplies ψ_jψ_a in D^B by a position-dependent phase. Without flux, and with h real, the two agree to rounding error. The difference is small because both calculations share the resonant block A, and the wrongly treated antiresonant part acts at second order in the coupling. With weak coupling, a small numerical error is thus no sign that the symmetry holds.
